# Why K-edge carriers are lighter in tungsten than molybdenum dichalcogenide monolayers: a numerical check

```python
# Result under test: K-edge carriers of a monolayer MX2 have the two-band mass
#   m = hbar^2 * gap / (2 a^2 t^2) = hbar^2 / (2 a^2 t r),   r = t / gap,
# and the larger t of WS2 makes its carriers lighter than those of MoS2.
# a: lattice constant; t: interband coupling divided by a*q; q: distance from K.
# Lattice orbitals: d(z2), d(xy), d(x2-y2). e0, e2: onsite energies.
# t0, t1, t2, t11, t12, t22: elements of the hopping matrix along +x.
# split: valence spin splitting. Spin A (+1): upper valence band; B (-1): lower.
# Lattice parameters are rough typical values at semilocal DFT level, in eV.
import numpy as np
from scipy import constants as const
from pyscf import gto, scf

MO = dict(e0=1.0, e2=2.1, t0=-0.18, t1=0.40, t2=0.51,
          t11=0.22, t12=0.34, t22=0.06, split=0.15)
W = dict(e0=1.1, e2=2.3, t0=-0.21, t1=0.57, t2=0.54,
         t11=0.29, t12=0.38, t22=-0.06, split=0.43)
A_NM = 0.32
HB2_M = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2
K_POINT = np.array([4 * np.pi / 3, 0.0])                # in units of 1/a
PLUS = np.array([0, 1j, 1]) / np.sqrt(2)                # d(x2-y2) + i d(xy)
Z2 = np.array([1, 0, 0], dtype=complex)


def hamiltonian(p, k, spin):
    """Three-orbital Bloch matrix from an explicit sum over six bonds."""
    bond = np.array([[p['t0'], p['t1'], p['t2']],
                     [-p['t1'], p['t11'], p['t12']],
                     [p['t2'], -p['t12'], p['t22']]])
    h = np.diag([p['e0'], p['e2'], p['e2']]).astype(complex)
    for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        c, s = np.cos(2 * angle), np.sin(2 * angle)
        rot = np.array([[1, 0, 0], [0, c, s], [0, -s, c]])
        hop = rot @ bond @ rot.T
        phase = np.exp(1j * (k @ np.array([np.cos(angle), np.sin(angle)])))
        h += hop * phase + hop.T * np.conj(phase)
    # orbital moment: raises PLUS and lowers its conjugate for spin A
    lz = np.outer(PLUS, PLUS.conj()) - np.outer(PLUS.conj(), PLUS)
    return h + 0.5 * spin * p['split'] * lz


def curvature(p, spin, band, angle=0.3, step=0.003):
    """Coefficient of (a q)^2 in the band energy, from eigenvalues."""
    q = step * np.array([np.cos(angle), np.sin(angle)])
    e = [np.linalg.eigvalsh(hamiltonian(p, K_POINT + x * q, spin))[band]
         for x in (-1, 0, 1)]
    return (e[0] + e[2] - 2 * e[1]) / (2 * step**2)


def mass(coefficient):
    return HB2_M / (2 * A_NM**2 * coefficient)


def lattice_masses(p, spin):
    return mass(-curvature(p, spin, 0)), mass(curvature(p, spin, 1))


def derived(p, spin):
    """Closed formulas for edges, couplings and curvature contributions."""
    u = (p['t11'] + p['t22']) / 2
    root3 = np.sqrt(3)
    ec = p['e0'] - 3 * p['t0']
    ev = p['e2'] - 3 * u - 3 * root3 * p['t12'] + spin * p['split'] / 2
    er = p['e2'] - 3 * u + 3 * root3 * p['t12'] - spin * p['split'] / 2
    t = 3 * (root3 * p['t2'] + p['t1']) / (2 * np.sqrt(2))
    tr = 3 * (root3 * p['t2'] - p['t1']) / (2 * np.sqrt(2))
    tw = 3 * root3 * abs(p['t22'] - p['t11']) / 4
    d = dict(ec=ec, ev=ev, er=er, t=t, tr=tr, tw=tw, gap=ec - ev)
    d['two'] = t**2 / d['gap']
    d['c_remote'] = -tr**2 / (er - ec)
    d['c_diag'] = 0.75 * p['t0']
    d['v_remote'] = tw**2 / (er - ev)
    d['v_diag'] = -0.75 * (u + root3 * p['t12'])
    d['cc'] = d['two'] + d['c_remote'] + d['c_diag']
    d['cv'] = d['two'] + d['v_remote'] + d['v_diag']
    return d


# Lattice eigenvalues against the derived formulas
for p in (MO, W):
    for spin in (1, -1):
        d = derived(p, spin)
        edges = np.linalg.eigvalsh(hamiltonian(p, K_POINT, spin))
        assert np.allclose(edges, [d['ev'], d['ec'], d['er']], atol=1e-10)
        for angle in (0.0, 0.3, 1.1):
            # tolerance covers the quartic term left by the finite step
            assert np.isclose(curvature(p, spin, 1, angle), d['cc'], rtol=1e-3)
            assert np.isclose(-curvature(p, spin, 0, angle), d['cv'], rtol=1e-3)
        # two-band part alone: lattice coupling with diagonal frozen at K
        step = 0.003
        top = []
        for x in (-step, 0, step):
            h = hamiltonian(p, K_POINT + np.array([x, 0]), spin)
            v = Z2.conj() @ h @ PLUS
            top.append(np.linalg.eigvalsh(
                np.array([[d['ec'], v], [np.conj(v), d['ev']]]))[1])
        two_numeric = (top[0] + top[2] - 2 * top[1]) / (2 * step**2)
        assert np.isclose(two_numeric, d['two'], rtol=1e-3)

# Equal hopping-to-gap ratio does not imply equal mass
scaled = {key: 1.2 * value for key, value in MO.items()}
dm, dw, ds = derived(MO, 1), derived(W, 1), derived(scaled, 1)
assert np.isclose(ds['t'] / ds['gap'], dm['t'] / dm['gap'])
scale_ratio = lattice_masses(scaled, 1)[0] / lattice_masses(MO, 1)[0]
assert abs(scale_ratio - 1) > 0.1

# Causal substitutions and the mass ordering
mo_a, mo_b = lattice_masses(MO, 1), lattice_masses(MO, -1)
w_a, w_b = lattice_masses(W, 1), lattice_masses(W, -1)
hop_only = lattice_masses(dict(MO, t1=W['t1'], t2=W['t2']), 1)
soc_only = lattice_masses(dict(MO, split=W['split']), 1)
assert w_a[0] < mo_a[0] and w_a[1] < mo_a[1]
assert w_b[1] < min(mo_a[1], mo_b[1])
share = [np.log(mo_a[i] / hop_only[i]) / np.log(mo_a[i] / w_a[i])
         for i in (0, 1)]
assert min(share) > 0.5
assert soc_only[0] < mo_a[0]
assert soc_only[0] > hop_only[0]


# Free-atom orbitals: reach of the d shell and overlap with neighbours
def atom_orbitals(symbol, spin, letter, count, ecp):
    options = dict(atom=symbol + ' 0 0 0', basis='def2-tzvp', spin=spin,
                   unit='Bohr', verbose=0)
    if ecp:
        options['ecp'] = 'def2-tzvp'
    mol = gto.M(**options)
    mf = scf.UHF(mol)
    mf.max_cycle = 200
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    occupied = mf.mo_coeff[0][:, mf.mo_occ[0] > 0.5]
    rows = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
            if lab[2][-1] == letter]
    s = mol.intor('int1e_ovlp')[np.ix_(rows, rows)]
    part = occupied[rows]
    weight = np.einsum('ij,ik,kj->j', part, s, part)
    chosen = [j for j in range(occupied.shape[1]) if weight[j] > 0.9]
    assert len(chosen) >= count
    return mol, occupied[:, chosen[-count:]]   # highest shell of this letter


def overlap_norm(left, right, distance_nm):
    bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
    mol2 = right[0].copy()
    mol2.set_geom_(np.array([[0.0, 0.0, distance_nm / bohr_nm]]), unit='Bohr')
    s = gto.intor_cross('int1e_ovlp', left[0], mol2)
    return np.linalg.norm(left[1].T @ s @ right[1])


BOND_NM = 0.24
sulfur = atom_orbitals('S', 2, 'p', 3, False)
reach, dd, dp = [], [], []
for symbol in ('Mo', 'W'):
    metal = atom_orbitals(symbol, 6, 'd', 5, True)
    r2 = metal[0].intor('int1e_r2')
    mean = np.trace(metal[1].T @ r2 @ metal[1]) / 5
    bohr = const.physical_constants['Bohr radius'][0] * 1e9
    reach.append(np.sqrt(mean) * bohr)
    dd.append(overlap_norm(metal, metal, A_NM))
    dp.append(overlap_norm(metal, sulfur, BOND_NM))
assert reach[1] > reach[0] and dd[1] > dd[0] and dp[1] > dp[0]

# Finite hole density: one spin and two valleys
density = 1e13
k_fermi = np.sqrt(2 * np.pi * density * 1e-14)
depth, nonpar, warp = [], [], []
for p in (MO, W):
    top = np.linalg.eigvalsh(hamiltonian(p, K_POINT, 1))[0]
    es = np.array([top - np.linalg.eigvalsh(hamiltonian(
        p, K_POINT + k_fermi * A_NM * np.array([np.cos(x), np.sin(x)]), 1))[0]
        for x in np.linspace(0, 2 * np.pi, 120, endpoint=False)])
    parabola = -curvature(p, 1, 0) * (k_fermi * A_NM)**2
    depth.append(es.mean())
    nonpar.append(es.mean() / parabola)
    warp.append((es.max() - es.min()) / (2 * es.mean()))
assert depth[1] > depth[0]
kt = const.k * 300 / const.e


def show(label, x, y, unit, digits=3):
    print(f"{label}: {x:.{digits}f}, {y:.{digits}f} {unit}")


print("Pairs are MoS2, WS2 unless labelled; m0 = free-electron mass")
print(f"lattice constant (both) {A_NM:.2f} nm; hbar^2/m0 {HB2_M:.5f} eV nm^2")
for key in MO:
    show("input " + key, MO[key], W[key], "eV", 2)
bm, bw = derived(MO, -1), derived(W, -1)
show("coupling t", dm['t'], dw['t'], "eV")
bare = [(dm['gap'] + bm['gap']) / 2, (dw['gap'] + bw['gap']) / 2]
show("bare gap", *bare, "eV")
show("gap, spin A", dm['gap'], dw['gap'], "eV")
show("gap, spin B", bm['gap'], bw['gap'], "eV")
show("r = t/gap, spin A", dm['t'] / dm['gap'], dw['t'] / dw['gap'], "(no unit)")
show("t*r = t^2/gap, spin A", dm['two'], dw['two'], "eV")
show("t*r = t^2/gap, spin B", bm['two'], bw['two'], "eV")
show("two-band mass, spin A", mass(dm['two']), mass(dw['two']), "m0")
show("two-band mass, spin B", mass(bm['two']), mass(bw['two']), "m0")
print(f"two-band mass ratio W/Mo, spin A: {dm['two'] / dw['two']:.3f}")
log_t = 2 * np.log(dw['t'] / dm['t'])
log_gap = -np.log(bare[1] / bare[0])
log_soc = np.log(dw['two'] / dm['two']) - log_t - log_gap
print(f"ln(mMo/mW) parts: hopping {log_t:.3f}, bare gap {log_gap:.3f}, "
      f"spin-orbit {log_soc:.3f}")
show("remote coupling t_r", dm['tr'], dw['tr'], "eV")
show("remote coupling t_w", dm['tw'], dw['tw'], "eV")
show("remote gap from conduction, spin A", dm['er'] - dm['ec'],
     dw['er'] - dw['ec'], "eV")
show("remote gap from valence, spin A", dm['er'] - dm['ev'],
     dw['er'] - dw['ev'], "eV")
for key, name in (('c_remote', 'C_c remote term'), ('c_diag', 'C_c diagonal term'),
                  ('cc', 'C_c total'), ('v_remote', 'C_v remote term'),
                  ('v_diag', 'C_v diagonal term'), ('cv', 'C_v total')):
    show(name + ", spin A", dm[key], dw[key], "eV")
show("lattice hole mass, spin A", mo_a[0], w_a[0], "m0")
show("lattice electron mass, spin A", mo_a[1], w_a[1], "m0")
show("lattice electron mass, spin B", mo_b[1], w_b[1], "m0")
show("Mo lattice + W t1,t2: hole, electron A", *hop_only, "m0")
show("Mo lattice + W split: hole, electron A", *soc_only, "m0")
show("log share of t1,t2 swap: hole, electron A", *share, "(no unit)")
print(f"all Mo energies x1.2: r unchanged, hole mass ratio {scale_ratio:.3f}")
show("free-atom d rms radius (Mo, W)", *reach, "nm", 4)
show(f"d-d overlap norm at {A_NM:.2f} nm (Mo, W)", *dd, "(no unit)", 4)
show(f"d-S3p overlap norm at {BOND_NM:.2f} nm (Mo, W)", *dp, "(no unit)", 4)
print(f"hole density {density:.1e} cm^-2; Fermi wavevector {k_fermi:.3f} nm^-1")
show("mean hole energy at Fermi wavevector", *depth, "eV", 4)
show("its ratio to the parabola", *nonpar, "(no unit)")
show("trigonal warping, half spread/mean", *warp, "(no unit)")
print(f"thermal energy at 300 K: {kt:.4f} eV")
show("thermal energy / valence splitting", kt / MO['split'], kt / W['split'],
     "(no unit)")
print("PASS")
```

Printed output:

```
Pairs are MoS2, WS2 unless labelled; m0 = free-electron mass
lattice constant (both) 0.32 nm; hbar^2/m0 0.07620 eV nm^2
input e0: 1.00, 1.10 eV
input e2: 2.10, 2.30 eV
input t0: -0.18, -0.21 eV
input t1: 0.40, 0.57 eV
input t2: 0.51, 0.54 eV
input t11: 0.22, 0.29 eV
input t12: 0.34, 0.38 eV
input t22: 0.06, -0.06 eV
input split: 0.15, 0.43 eV
coupling t: 1.361, 1.597 eV
bare gap: 1.627, 1.750 eV
gap, spin A: 1.552, 1.535 eV
gap, spin B: 1.702, 1.965 eV
r = t/gap, spin A: 0.877, 1.040 (no unit)
t*r = t^2/gap, spin A: 1.194, 1.661 eV
t*r = t^2/gap, spin B: 1.089, 1.298 eV
two-band mass, spin A: 0.312, 0.224 m0
two-band mass, spin B: 0.342, 0.287 m0
two-band mass ratio W/Mo, spin A: 0.719
ln(mMo/mW) parts: hopping 0.319, bare gap -0.073, spin-orbit 0.084
remote coupling t_r: 0.513, 0.387 eV
remote coupling t_w: 0.208, 0.455 eV
remote gap from conduction, spin A: 1.832, 1.985 eV
remote gap from valence, spin A: 3.383, 3.519 eV
C_c remote term, spin A: -0.143, -0.076 eV
C_c diagonal term, spin A: -0.135, -0.158 eV
C_c total, spin A: 0.916, 1.428 eV
C_v remote term, spin A: 0.013, 0.059 eV
C_v diagonal term, spin A: -0.547, -0.580 eV
C_v total, spin A: 0.660, 1.140 eV
lattice hole mass, spin A: 0.564, 0.326 m0
lattice electron mass, spin A: 0.406, 0.261 m0
lattice electron mass, spin B: 0.453, 0.345 m0
Mo lattice + W t1,t2: hole, electron A: 0.336, 0.261 m0
Mo lattice + W split: hole, electron A: 0.477, 0.364 m0
log share of t1,t2 swap: hole, electron A: 0.949, 0.997 (no unit)
all Mo energies x1.2: r unchanged, hole mass ratio 0.833
free-atom d rms radius (Mo, W): 0.1115, 0.1219 nm
d-d overlap norm at 0.32 nm (Mo, W): 0.1227, 0.1576 (no unit)
d-S3p overlap norm at 0.24 nm (Mo, W): 0.2681, 0.3022 (no unit)
hole density 1.0e+13 cm^-2; Fermi wavevector 0.793 nm^-1
mean hole energy at Fermi wavevector: 0.0403, 0.0685 eV
its ratio to the parabola: 0.948, 0.934 (no unit)
trigonal warping, half spread/mean: 0.014, 0.031 (no unit)
thermal energy at 300 K: 0.0259 eV
thermal energy / valence splitting: 0.172, 0.060 (no unit)
PASS
```
